**Inverted nd fine structure of sodium in Dirac-Hartree-Fock**

**Form of the answer**

Take one nd electron outside the closed Na⁺ core, in Hartree atomic units, where c = 137.036. For c → ∞ spin and orbit rotate independently and the core is a scalar under both, so nd3/2 and nd5/2 are degenerate. The first correction is of order 1/c² and is a scalar under the total angular momentum only. Within one nd shell its j-dependent part can be written ζ l·s. Since l·s = [j(j+1) − l(l+1) − 3/4]/2 equals +1 for j = 5/2 and −3/2 for j = 3/2,

Δ ≡ ε(nd5/2) − ε(nd3/2) = (5/2) ζ.

For Coulomb forces ζ is a charge times an inverse cubed length over c². Symmetry does not fix the sign of ζ, and it admits more than one source. The 1/c² may sit on the d electron, as the spin-orbit term of the field in which it moves. It may also sit on the core: a shell with l > 0 has two radial functions, for j = l ± 1/2, that differ at order 1/c², and exchange lets the d electron distinguish them. In sodium that shell is 2p, and the second source is negative and larger in magnitude than the first. A third, smaller term, with one factor 1/c on the d electron and one on the core, also appears in the derivation below.

**Model and radial equations**

The nucleus is a fixed point charge Z = 11, the Hamiltonian is Dirac-Coulomb, and the valence electron moves in the frozen Dirac-Hartree-Fock (DHF) core 1s, 2s, 2p1/2, 2p3/2. The Breit interaction and correlation are omitted, and the rest energy is subtracted. An orbital is φ = (1/r)(P Ω_κm, iQ Ω_−κm), with κ = l for j = l − 1/2 and κ = −(l+1) for j = l + 1/2, so κ = 2 (d3/2), −3 (d5/2), 1 (p1/2), −2 (p3/2). The spinor harmonics obey σ·L Ω_κ = −(κ+1)Ω_κ and σ·r̂ Ω_κ = −Ω_−κ. With σ·p = σ·r̂(−i∂_r + iσ·L/r) one finds σ·p (P/r)Ω_κ = i(D_κP/r)Ω_−κ, where D_κ = d/dr + κ/r, and σ·p (iQ/r)Ω_−κ = ((−Q′ + κQ/r)/r)Ω_κ. Hence

VP + c(−Q′ + κQ/r) − (Kφ)_P = εP

c D_κP + (V − 2c²)Q − (Kφ)_Q = εQ

Here K is the exchange operator of the core and V = −Z/r + N_in(r)/r + ∫_r^∞ ρ_c(s)/s ds, with ρ_c the radial core density and N_in = ∫_0^r ρ_c. In the derivative the terms +ρ_c/r and −ρ_c/r cancel, leaving V′ = (Z − N_in)/r².

**Exchange weights**

Expand 1/r₁₂ = Σ_k (r_<^k / r_>^(k+1)) Σ_q C^k_q(1)* C^k_q(2), with C^k_q = √(4π/(2k+1)) Y_kq. The function C^k_q commutes with σ·r̂, and (σ·r̂)² = 1, so its matrix element between Ω_−κ spinors equals that between Ω_κ spinors. Large and small components therefore combine into one overlap density for each core subshell b:

⟨K⟩ = Σ_b Σ_k Λ(j, b, k) R^k(ρ_b, ρ_b), ρ_b = PP_b + QQ_b

R^k(f, g) = ∬ f(r) g(s) r_<^k / r_>^(k+1) dr ds

Λ(j, b, k) = Σ_(m_b, q) |⟨κ_b m_b|C^k_q|κ m⟩|²

Λ does not depend on m, because the sum over q and m_b forms a scalar operator.

Summing over both j_b of a shell l_b gives the projector on l_b times the unit in spin space, so the result cannot depend on j. Averaging it over the 2l+1 orbital states and using the addition theorem three times, with 𝒫 the Legendre polynomials and x the cosine between the two directions,

Σ_(j_b) Λ = (2l_b+1) A_k, A_k = ½∫ 𝒫_l 𝒫_k 𝒫_(l_b) dx.

Exchanging the roles of the two shells and summing over all magnetic states gives a second rule,

Σ_j (2j+1) Λ(j, b, k) = (2j_b+1)(2l+1) A_k.

For l = 2, l_b = 1, parity and the triangle rule leave k = 1 and 3. From x² = (2𝒫₂+1)/3 and ½∫𝒫₂² = 1/5, A₁ = 2/15. From x𝒫₂ = (3𝒫₃+2𝒫₁)/5 and ½∫𝒫₃² = 1/7, A₃ = 3/35. The shell sums are 3A₁ = 2/5 and 3A₃ = 9/35.

For k = 1, d5/2 cannot couple to p1/2 because 5/2 − 1/2 > 1. Then Λ(d5/2, p3/2) = 2/5. The second rule gives 4Λ(d3/2, p1/2) = 2·5·(2/15), so Λ = 1/3, and Λ(d3/2, p3/2) = 2/5 − 1/3 = 1/15. For k = 3, d3/2 cannot couple to p1/2 because 3/2 + 1/2 < 3. Then Λ(d3/2, p3/2) = 9/35, 6Λ(d5/2, p1/2) = 2·5·(3/35) gives 1/7, and Λ(d5/2, p3/2) = 9/35 − 5/35 = 4/35. An s shell has one j_b, k = 2 and Λ = 1/5 for both j. The program computes these weights from 3j symbols and tests them against explicit sums over spinor harmonics.

**Reduction to order 1/c²**

Multiply the first radial equation by P, the second by Q, integrate and add. Partial integration turns ∫P(−Q′ + κQ/r) into ∫Q D_κP. Put Q = Q₀ + η with Q₀ = D_κP/2c. Then 2cQ D_κP − 2c²Q² = 4c²QQ₀ − 2c²Q² = 2c²Q₀² − 2c²η², and

0 = ∫[(D_κP)²/2 − 2c²η² + (V−ε)(P² + Q²)] dr − ⟨K⟩.

The second radial equation reads 2c²η = (V−ε)Q − (Kφ)_Q. Both terms on the right are of order 1/c, the last because it is proportional to Q_b, so η is of order 1/c³ wherever |V| ≪ 2c². That excludes only r ≲ Z/c², where a d orbital is negligible. All terms in η are thus of order 1/c⁴ and Q may be replaced by Q₀.

In the kinetic term (D_κP)² = P′² + κ²P²/r² + κ(P²)′/r, and partial integration gives ∫κ(P²)′/r = +κ∫P²/r². The centrifugal factor is κ(κ+1) = 6 for both κ = 2 and κ = −3. Take as reference the problem with Q dropped and both 2p large components replaced by P̄ = (P_1/2 + 2P_3/2)/3. By the first sum rule it is independent of j, with a common solution P, ∫P² = 1. The expression above is stationary in P, so the 1/c² shifts are the remaining terms evaluated on that P. There are three.

Direct term. With W = V − ε, partial integration gives ∫κ(P²)′W/r = −κ∫P²V′/r + κ∫P²W/r², so

∫W Q₀² = (1/4c²)∫[P′²W + κ(κ+1)P²W/r²] − (κ/4c²)⟨V′/r⟩.

Only the last piece depends on j. The difference of −κ is 3 − (−2) = 5:

Δ_dir = (5/4c²)⟨(Z − N_in)/r³⟩.

It is positive because N_in ≤ 10. For hydrogen ⟨r⁻³⟩ = 1/[n³ l(l+½)(l+1)] = 1/(15n³) and Δ = 1/(12c²n³), which the program tests against a numerical solution of the Dirac equation.

Split-core term. Let G^k(b) = R^k(PP_b, PP_b). The large-large part of −⟨K⟩(5/2) + ⟨K⟩(3/2) is, for k = 1,

−(2/5)G¹(p3/2) + (1/3)G¹(p1/2) + (1/15)G¹(p3/2) = −(1/3)[G¹(p3/2) − G¹(p1/2)],

and for k = 3,

−(1/7)G³(p1/2) − (4/35)G³(p3/2) + (9/35)G³(p3/2) = +(1/7)[G³(p3/2) − G³(p1/2)].

The s shells cancel. Writing δG^k for the brackets,

Δ_split = −δG¹/3 + δG³/7.

It vanishes when the two 2p large components coincide. Exchange by itself does not invert the doublet; the radial difference between 2p1/2 and 2p3/2 does.

Small-component term. Expanding R^k(ρ_b, ρ_b) leaves the cross term 2R^k(PP_b, Q₀Q_b), also of order 1/c²:

Δ_small = −Σ 2Λ R^k(PP_b, Q₀Q_b) [5/2] + Σ 2Λ R^k(PP_b, Q₀Q_b) [3/2],

with Q₀ built from the κ of each level. To order 1/c², Δ = Δ_dir + Δ_split + Δ_small.

**Sign of the split-core term**

The piece −κV′/(4c²r) also acts on the core. It is attractive for 2p1/2 (κ = 1), repulsive for 2p3/2 (κ = −2), and concentrated at small r, which pushes 2p3/2 outward relative to 2p1/2. Exchange inside the core also depends on j at this order and acts in the same direction: in first-order perturbation theory with the core Fock operator held fixed, the V′ term gives about 0.6 of Δ_split for 3d. Letting the exchange among the 2p orbitals respond self-consistently to their radial difference raises this to about 1.03, and the small-component part of core exchange takes back about 0.03. The two large components have equal norms at order 1/c², since ∫Q₀² depends on κ only through κ(κ+1) = 2. Therefore δP = P_3/2 − P_1/2 is orthogonal to P̄ at first order and must change sign. In the computed core ⟨r⟩ is 0.79450 bohr for 2p1/2 and 0.79672 bohr for 2p3/2, and δP turns from negative to positive near 0.74 bohr (the printed 0.76 is the first quadrature point past the sign change); its sign is tested on 0.05–0.4 and 1.2–4 bohr. The d function starts as r³ and so favors the outer part of 2p: the computed mean radius of the overlap PP̄ is 2.06 bohr for 3d, beyond the sign change. To first order δG^k = 2R^k(PδP, PP̄), and this is positive.

The k = 1 term wins for two reasons. Its weight is 1/3 against 1/7, and G³ < G¹ for an overlap of one sign, because r_<³/r_>⁴ ≤ r_</r_>². The fractional changes of G¹ and G³ turn out nearly equal (below), so the ordering carries over to δG^k.

**Worked example: Na 3d**

The equations were solved in a kinetically balanced B-spline basis; the program and its output follow this text. The nonrelativistic limit was tested against an independent Gaussian-basis Hartree-Fock calculation: core energy −161.67694 (extrapolated in 1/c² from c and 10c, uncertain by about 2×10⁻⁵) against −161.67693 hartree, and 3d exchange shift −8.031×10⁻⁵ against −8.028×10⁻⁵ hartree. Digits beyond the second below serve the comparison of formula and diagonalization, not the real atom.

With c² = 18778.9 and ⟨(Z − N_in)/r³⟩ = 2.8646×10⁻³ bohr⁻³,

Δ_dir = 5 × 2.8646×10⁻³ / (4 × 18778.9) = 1.907×10⁻⁷ hartree,

16% above the hydrogen value 1.644×10⁻⁷. The exchange integrals give

δG¹ = (1.427751 − 1.412672)×10⁻⁴ = 1.5079×10⁻⁶

δG³ = (7.852719 − 7.769219)×10⁻⁵ = 8.350×10⁻⁷

Δ_split = −5.026×10⁻⁷ + 1.193×10⁻⁷ = −3.833×10⁻⁷ hartree.

With Δ_small = −0.128×10⁻⁷,

Δ = (1.907 − 3.833 − 0.128)×10⁻⁷ = −2.054×10⁻⁷ hartree.

Direct diagonalization gives −0.0556667956 − (−0.0556665902) = −2.054×10⁻⁷ hartree, or −0.045 cm⁻¹ (−1.35 GHz). The measured interval is roughly −0.05 cm⁻¹. Repeating the whole calculation with 10c and multiplying by 100 gives −2.052×10⁻⁷, so terms beyond 1/c² amount to about 0.1% of Δ.

Both δG¹ and δG³ are 1.07% of the corresponding 2p1/2 integral, while ⟨r⟩ changes by only 0.28% of its 2p1/2 value. Since G^k is quadratic in P_b, 1.07% corresponds to a weighted mean δP/P̄ of about 0.5%. An untested estimate gives the order of magnitude only. The orbital energies −1.80142 and −1.79401 hartree give decay constants √(−2ε) that differ by 0.0039 bohr⁻¹. Over the roughly one bohr from the sign change to the overlap region this alone makes δP/P̄ a few tenths of a percent; the purely exponential form is not yet accurate at these radii, so no closer agreement should be read into it.

**Switching exchange off**

In each switch the core orbitals and V stay fixed, K is changed in the valence equation only, and both levels are rediagonalized. The common-2p line evaluates K with P̄ in place of the two 2p large components; the other switches remove selected terms of K. No d orbital is occupied, so orthogonality to the core is unaffected. Values of Δ are in 10⁻⁷ hartree for 3d, 4d, 5d.

hydrogen: +1.644, +0.693, +0.355
all exchange off: +1.776, +0.772, +0.401
s exchange only: +1.771, +0.769, +0.399
k = 1 exchange off: +2.853, +1.392, +0.757
common 2p large component P̄ in K: +1.779, +0.774, +0.402
2p exchange only: −1.950, −1.374, −0.834
full DHF: −2.054, −1.437, −0.872

All these signs are tested. The decisive line is the fifth: every exchange term is kept, only the difference between the two 2p large components is removed, and the order is normal. Full minus common is −3.8335×10⁻⁷ for 3d, against Δ_split = −3.8334×10⁻⁷ from the formula. Removing k = 1 raises Δ above its value without exchange, consistent with the positive k = 3 term. Scaling the 2p exchange by λ, with s exchange on, gives Δ(3d) = 0 at λ = 0.494.

Two features of the list deserve comment. First, the common-2p value nearly equals the value without exchange. Exchange raises the direct term of 3d from 1.776 to 1.907, by 0.131, and Δ_small = −0.128 removes almost all of it; no reason for so close a cancellation is known here. Second, s exchange alone changes Δ(3d) by only −0.005, but added to 2p exchange it changes it by −0.105. Most of the latter change, about −0.10, is in Δ_split: s exchange draws the d orbital inward and so enlarges the G^k.

**Dependence on n**

Δ_split samples the d orbital only near the core, where P is a_n times a function of r that depends only weakly on n. For hydrogen, inserting a power series into P″ = (6/r² − 2/r + 1/n²)P gives P = a_n r³[1 − r/3 + (2/3 + 1/n²)r²/14 + …], so n first enters the shape at relative order r²/(14n²). For a nearly hydrogenic orbital the normalization factor (2/n)³(n−3)!/[2n(n+2)!], the factor (2/n)⁴ from (2r/n)² squared, and the Laguerre value at the origin (n+2)!/[(n−3)! 5!] squared give

a_n² ∝ (n+2)!/[(n−3)! n⁸] = (n²−1)(n²−4)/n⁷ = n⁻³(1 − 1/n²)(1 − 4/n²).

Dividing Δ_split by this factor gives −2.10, −2.01 and −1.97×10⁻⁵ hartree, constant to 6% of the 3d value. The hydrogenic part of Δ_dir goes as n⁻³ without the suppression factor, so |Δ_split|/Δ_dir rises through 2.0, 2.6, 2.9, and n³Δ falls through −5.5, −9.2, −10.9×10⁻⁶ hartree. A pure n⁻³ law does not describe the low members of the series in this model.

**Limits and practice**

The mechanism needs a core shell with l > 0; a core of s shells has no Δ_split. It also needs a valence orbital whose exchange overlap with that shell makes |Δ_split| exceed Δ_dir + Δ_small. That the direct term stays close to the hydrogenic one is a feature of sodium, not a condition for inversion. The weights depend on the angular momenta of the valence and core shells and the overlaps on the atom, so other cases must be computed separately. For heavy cores the expansion in (Z/c)² loses accuracy and the three-term split becomes approximate, though the switches remain well defined.

Within sodium, Δ is a difference of comparable terms: an error of 10% in Δ_split moves Δ(3d) by 19% of its value. The Breit interaction enters at the same order 1/c², and correlation changes how far the d orbital penetrates the core. Neither is included, so the calculation establishes sign, mechanism and rough size within the frozen-core Dirac-Coulomb model, and its closeness to the measured interval is not an estimate of its accuracy.

For practical work, the exchange felt by the d electron must be resolved in j and must include the radial difference between 2p1/2 and 2p3/2. The direct way is a core with separate functions for the two. A local central potential common to both j gives only (5/4c²)⟨V′/r⟩ at leading order, which is positive for a potential that rises with r. A scheme that keeps exact exchange but uses one 2p radial function corresponds to the common-2p line of the list and yields the normal order, unless the spin-orbit response δP of the core is restored as a perturbation. That response must be self-consistent: the V′ term with the core Fock operator held fixed restores the sign but gives only about −0.65×10⁻⁷ hartree for 3d, a third of the full value. Numerically, two digits of Δ(3d) require about 5×10⁻⁹ hartree in the difference of two levels near −0.056 hartree, so both should come from the same core and the same large-component basis, with enough flexibility around 2 bohr to describe both the 2p tail and the inner d function.

Numbers as computed

```
c: 137.035999 a.u.
Lam d3/2 (p1/2 k1, p3/2 k1, p3/2 k3): 0.333333 0.066667 0.257143 
Lam d5/2 (p3/2 k1, p1/2 k3, p3/2 k3): 0.400000 0.142857 0.114286 
Lam d-s k2 (3/2, 5/2): 0.200000 0.200000 
E(Na+) DHF: -161.89595 hartree
E(Na+) nonrel. limit, Gaussian RHF: -161.67694 -161.67693 hartree
e(3d) at 10c, Gaussian RHF: -0.0556668 -0.0556662 hartree
3d exchange shift at 10c, Gaussian: -8.0311e-05 -8.0284e-05 hartree
e 1s 2s 2p1/2 2p3/2: -40.82657 -3.08240 -1.80142 -1.79401 hartree
2p splitting: 7.4086e-03 hartree
<r> 2p1/2 2p3/2: 0.79450 0.79672 bohr
<r> difference, 100 x same at 10c: 2.2221e-03 2.2173e-03 bohr
node of P(2p3/2)-P(2p1/2): 0.76 bohr
columns below: n = 3 4 5
mean radius of P_d*P_2p: 2.063 2.038 2.027 bohr
e(nd3/2): -0.0556665902 -0.0313151862 -0.0200378700 hartree
e(nd5/2): -0.0556667956 -0.0313153299 -0.0200379572 hartree
Delta hydrogen: 1.6436e-07 6.9338e-08 3.5501e-08 hartree
Delta all exchange off: 1.7763e-07 7.7227e-08 4.0109e-08 hartree
Delta s exchange only: 1.7708e-07 7.6907e-08 3.9922e-08 hartree
Delta 2p exchange only: -1.9495e-07 -1.3738e-07 -8.3443e-08 hartree
Delta k=1 exchange off: 2.8526e-07 1.3915e-07 7.5747e-08 hartree
Delta common 2p large part: 1.7793e-07 7.7409e-08 4.0210e-08 hartree
Delta full DHF: -2.0543e-07 -1.4371e-07 -8.7162e-08 hartree
Delta full DHF: -0.0451 -0.0315 -0.0191 cm^-1
Delta full DHF: -1.352 -0.946 -0.573 GHz
Delta all exchange off: 1.169 0.508 0.264 GHz
Delta full minus common 2p: -3.8335e-07 -2.2112e-07 -1.2737e-07 hartree
100 x Delta at 10c: -2.0520e-07 -1.4358e-07 -8.7083e-08 hartree
<(Z-Nin)/r^3>: 2.8646e-03 1.2765e-03 6.7034e-04 bohr^-3
G1 2p1/2: 1.412672e-04 8.287826e-05 4.811394e-05 hartree
G1 2p3/2: 1.427751e-04 8.374850e-05 4.861534e-05 hartree
G3 2p1/2: 7.769219e-05 4.563260e-05 2.650547e-05 hartree
G3 2p3/2: 7.852719e-05 4.611532e-05 2.678382e-05 hartree
Ddir: 1.9068e-07 8.4970e-08 4.4621e-08 hartree
Dsplit k=1: -5.0263e-07 -2.9008e-07 -1.6713e-07 hartree
Dsplit k=3: 1.1929e-07 6.8961e-08 3.9764e-08 hartree
Dsplit: -3.8334e-07 -2.2112e-07 -1.2737e-07 hartree
Dsmall: -1.2755e-08 -7.5634e-09 -4.4124e-09 hartree
Ddir+Dsplit+Dsmall: -2.0542e-07 -1.4371e-07 -8.7159e-08 hartree
|Dsplit|/Ddir: 2.010 2.602 2.854 
Dsplit n^7/((n^2-1)(n^2-4)): -2.0959e-05 -2.0127e-05 -1.9743e-05 hartree
n^3 Delta full: -5.5465e-06 -9.1977e-06 -1.0895e-05 hartree
2p exchange strength with Delta(3d)=0: 0.494
```
